# Leading-order rovibrational averaging of nuclear shielding in a diatomic molecule

## 1. A harmonic, non-rotating molecule

Take a diatomic molecule with reduced mass $\mu$, equilibrium bond length $r_e$ and fractional displacement

$$\xi=\frac{r-r_e}{r_e}.$$

Suppose first that it does not rotate and that its potential is $a_0\xi^2$. Energies are expressed as wavenumbers. Since $d/dr=r_e^{-1}d/d\xi$, the radial kinetic energy is $-B_e\,d^2/d\xi^2$, where $B_e=\hbar^2/(2\mu r_e^2hc)$ is the equilibrium rotational constant. The Hamiltonian is therefore

$$H_0=-B_e\frac{d^2}{d\xi^2}+a_0\xi^2 .$$

Set $\xi=(B_e/a_0)^{1/4}q$ and $p=-i\,d/dq$. Both terms acquire the factor $\sqrt{B_ea_0}$:

$$H_0=\sqrt{B_ea_0}\,(p^2+q^2).$$

With $a=(q+ip)/\sqrt2$ and $[q,p]=i$, one has $p^2+q^2=2a^\dagger a+1$, whose eigenvalues are $2v+1$. The energies are thus $2\sqrt{B_ea_0}\,(v+\tfrac12)$. Calling the level spacing $\omega_e$ gives

$$\omega_e=2\sqrt{B_ea_0},\qquad a_0=\frac{\omega_e^2}{4B_e}.$$

Two abbreviations are used from here on:

$$b=\frac{B_e}{\omega_e},\qquad n=v+\tfrac12 .$$

The mean square displacement follows from the virial theorem. In a bound eigenstate the mean of a commutator with $H_0$ vanishes. Write $D=d/d\xi$. Because $D^2\xi=\xi D^2+2D$ as operators,

$$[-B_eD^2,\xi D]=-2B_eD^2,\qquad [a_0\xi^2,\xi D]=-2a_0\xi^2 .$$

Hence the mean kinetic energy equals the mean potential energy, and each is half the total:

$$a_0\langle\xi^2\rangle=\tfrac12\omega_en
\quad\Longrightarrow\quad
\langle\xi^2\rangle=\frac{\omega_en}{2a_0}=2bn .$$

By symmetry $\langle\xi\rangle=0$. If the shielding is $\sigma_e+\sigma_1\xi+\tfrac12\sigma_2\xi^2$, its average is $\sigma_e+bn\sigma_2$. The slope $\sigma_1$ has no effect here, because stretching and compression cancel. Odd anharmonic terms in the potential, such as a cubic one, remove that cancellation, and so does rotation. Even anharmonic terms alone leave $\langle\xi\rangle=0$.

## 2. The general problem and the result

For a closed-shell molecule in the Born–Oppenheimer approximation, write the radial wavefunction as $R=u/r$. Then $u$ is an eigenfunction of

$$H=-B_e\frac{d^2}{d\xi^2}+V(\xi)+\frac{B_e\Lambda}{(1+\xi)^2},\qquad \Lambda=J(J+1),$$

with the Dunham expansion

$$V(\xi)=a_0\xi^2(1+a_1\xi+a_2\xi^2+\ldots).$$

The last term of $H$ is the rotational energy at the actual bond length $r=r_e(1+\xi)$. The molecule is assumed to stay well away from $\xi=-1$ and from dissociation, so that $u$ and its derivative are negligible at the ends of the range.

The shielding convention is that the nucleus experiences the field $(1-\sigma)B_0$. Let $\sigma(\xi)$ be the isotropic shielding at fixed bond length, with

$$\sigma_1=\left.\frac{d\sigma}{d\xi}\right|_0=r_e\sigma'(r_e),\qquad
\sigma_2=\left.\frac{d^2\sigma}{d\xi^2}\right|_0=r_e^2\sigma''(r_e).$$

The constants $a_1,a_2,\ldots$ are taken to be of order unity. Section 3 shows that they enter in the combinations $a_1\sqrt b$ and $a_2b$, so the vibrational conditions are more precisely $a_1^2bn\ll1$ and $|a_2|bn\ll1$, with corresponding conditions on the higher constants, and the size of the omitted terms depends on these constants (the contributions of $a_1^2$ and $a_2$ can partly cancel). Successive derivatives of the shielding with respect to $\xi$ are likewise assumed to be of comparable size, so that the higher terms of its expansion are small. With these assumptions, for $bn\ll1$ and $b^2\Lambda\ll1$, the result derived below is

$$\langle\xi\rangle=-3a_1bn+4b^2\Lambda,\qquad \langle\xi^2\rangle=2bn,$$

$$\boxed{\;\sigma_{vJ}=\sigma_e+bn(\sigma_2-3a_1\sigma_1)+4b^2J(J+1)\,\sigma_1\;}$$

The expression for $\langle\xi^2\rangle$ needs in addition $(4b^2\Lambda)^2\ll2bn$ (Section 3). These are leading-order expressions. Each retains the first vibrational term, of order $b$. The expressions for $\langle\xi\rangle$ and $\sigma_{vJ}$ also retain the first $J$-dependent term, of order $b^2\Lambda$. Vibrational terms of order $b^2$ are omitted. At small $J$ these can be as large as the rotational term, so including that term gives the leading differences between rotational levels but does not make the absolute shielding accurate to order $b^2$.

## 3. Orders of the neglected terms

Since $(B_e/a_0)^{1/2}=2b$, the scaling of Section 1 is $\xi=\varepsilon q$ with $\varepsilon=\sqrt{2b}$. Also $a_0\varepsilon^2=\omega_e/2$. Dividing $H$ by $\omega_e$ gives

$$\frac{H}{\omega_e}=\tfrac12(p^2+q^2)+\tfrac12a_1\varepsilon q^3+\tfrac12a_2\varepsilon^2q^4+\ldots+\frac{\varepsilon^2\Lambda}{2(1+\varepsilon q)^2}.$$

This operator is unchanged when $q$ and $\varepsilon$ both change sign. In the perturbation series, means of even powers of $q$ therefore contain even powers of $\varepsilon$, and means of odd powers of $q$ contain odd powers of $\varepsilon$. At fixed $J$,

$$\langle\xi^2\rangle=\varepsilon^2\bigl[n+O(\varepsilon^2)\bigr]=2bn+O(b^2),$$

$$\langle\xi^3\rangle=\varepsilon^3\,O(\varepsilon)=O(b^2),\qquad
\langle\xi^4\rangle=\varepsilon^4\,O(1)=O(b^2).$$

Anharmonicity thus leaves the leading $\langle\xi^2\rangle$ at its harmonic value.

For the $J$-dependence, expand the rotational term:

$$\frac{\varepsilon^2\Lambda}{2(1+\varepsilon q)^2}=\tfrac12\varepsilon^2\Lambda-\varepsilon^3\Lambda q+\tfrac32\varepsilon^4\Lambda q^2+\ldots$$

The first term is a constant and does not alter the wavefunction. Every change linear in $\Lambda$ therefore carries at least $\varepsilon^3$. For $\langle q^2\rangle$ the power must be even, so the change starts at $\varepsilon^4\Lambda$, and that of $\langle\xi^2\rangle$ at $\varepsilon^6\Lambda$, which is of order $b^3\Lambda$. For $\langle q^3\rangle$ the change starts at $\varepsilon^3\Lambda$, so that of $\langle\xi^3\rangle$ is also of order $b^3\Lambda$. Both are smaller by a factor of order $bn$ than the rotational displacement $4b^2\Lambda$, but the numerical coefficients need not be small. In the Morse model of Section 7 the change of $\langle\xi^2\rangle$ linear in $\Lambda$ is about $8b$ times the displacement for $v=0$ and about $25b$ times it for $v=1$.

Terms quadratic in $\Lambda$ also exist. The square of the rotational displacement, for example, contributes $(4b^2\Lambda)^2$ to $\langle\xi^2\rangle$. The condition $b^2\Lambda\ll1$ makes this term small beside the rotational displacement $4b^2\Lambda$ itself, so its contribution $\tfrac12\sigma_2(4b^2\Lambda)^2$ to the shielding is small beside the rotational term $4b^2\Lambda\sigma_1$, provided $\sigma_2$ is not much larger than $\sigma_1$ in magnitude. It does not make it small beside $2bn$: for $b=0.005$, $v=0$, $J=20$ one has $b^2\Lambda\approx0.01$, yet $(4b^2\Lambda)^2\approx0.0018$ against $2bn=0.005$. The expression $\langle\xi^2\rangle=2bn$ therefore also requires $(4b^2\Lambda)^2\ll2bn$. The term linear in $\Lambda$ can matter earlier: in the Morse model of Section 7 at $v=0$ it is about as large as the quadratic term at $J=20$, and at $J=10$ it is 0.0004 against 0.0001. The ratio of the omitted $\tfrac12\sigma_2(4b^2\Lambda)^2$ to the retained $bn\sigma_2$ is $(4b^2\Lambda)^2/(2bn)$, so when this further condition fails the error of the shielding formula can be as large as its vibrational term.

## 4. The mean displacement from a force balance

The mean displacement can be found without a perturbed wavefunction. In a bound eigenstate $\langle[H,D]\rangle=0$, given the negligible end values assumed above. The kinetic energy commutes with $D$, and for any function $f$ one has $[f,D]=-f'$. Differentiating the rotational term gives $-2B_e\Lambda(1+\xi)^{-3}$, so

$$\langle V'(\xi)\rangle=2B_e\Lambda\,\bigl\langle(1+\xi)^{-3}\bigr\rangle .$$

The mean restoring force balances the mean centrifugal force. The derivative of the potential is

$$V'=2a_0\xi+3a_0a_1\xi^2+4a_0a_2\xi^3+\ldots$$

Insert this, divide by $2a_0$ and solve for $\langle\xi\rangle$:

$$\langle\xi\rangle=-\tfrac32a_1\langle\xi^2\rangle-2a_2\langle\xi^3\rangle-\ldots+\frac{B_e\Lambda}{a_0}\bigl\langle(1+\xi)^{-3}\bigr\rangle .$$

Each part is now taken to its leading order:

- The first term is $-\tfrac32a_1(2bn)=-3a_1bn$, with a correction of order $b^2$.
- The term in $a_2$ is of order $b^2$, and its $J$-dependence is of order $b^3\Lambda$. It is dropped.
- In the last term $B_e/a_0=4B_e^2/\omega_e^2=4b^2$, and the mean of $(1+\xi)^{-3}$ is 1 apart from small corrections.

Therefore

$$\langle\xi\rangle=-3a_1bn+4b^2\Lambda .$$

The signs have a direct meaning. A potential with $a_1<0$ is, near its minimum, steeper on compression than on stretching. The quadratic part of the force then has a nonzero mean, which to leading order a positive mean displacement must compensate, so the average bond is longer than $r_e$ even at $v=0$. If $|a_1|$ is very small, the omitted terms of order $b^2$ can reverse this. Rotation lengthens it further. The term $4b^2\Lambda=B_e\Lambda/a_0$ is the static displacement at which the spring force $2a_0\xi$ equals the centrifugal force $2B_e\Lambda$.

## 5. From mean displacements to shielding

The shielding tensor of a linear molecule has components $\sigma_\parallel$ along the axis and $\sigma_\perp$ across it. With the field at angle $\theta$ to the axis, the component along the field is

$$\sigma_{zz}=\sigma_\perp+(\sigma_\parallel-\sigma_\perp)\cos^2\theta .$$

Here $\sigma_{vJ}$ denotes the average over the $2J+1$ values of $M$ with equal weights. Because $\sum_M|Y_{JM}|^2=(2J+1)/4\pi$ is independent of direction, the averaged $\cos^2\theta$ is $1/3$. This leaves $(\sigma_\parallel+2\sigma_\perp)/3$, the isotropic shielding. A single $M$ state does not in general have this property: for $J=3$, $M=0$ the mean of $\cos^2\theta$ is 0.511. For an $M$-selected state the anisotropic part must be added whenever the mean of $\cos^2\theta$ differs from $1/3$.

Expand the isotropic function and average it:

$$\sigma_{vJ}=\sigma_e+\sigma_1\langle\xi\rangle+\tfrac12\sigma_2\langle\xi^2\rangle+\tfrac16\sigma_3\langle\xi^3\rangle+\ldots,$$

where $\sigma_3$ is the third derivative. By Section 3 the cubic term contributes at order $b^2$, with $J$-dependence of order $b^3\Lambda$, so it is dropped. Inserting the two means gives

$$\sigma_{vJ}=\sigma_e+\sigma_1(-3a_1bn+4b^2\Lambda)+\tfrac12\sigma_2(2bn),$$

and collecting the terms in $bn$ gives the boxed result.

The vibrational correction has two parts. The anharmonic part $-3a_1\sigma_1bn$ is the slope of the shielding times the mean stretch. The curvature part $\sigma_2bn$ survives in a harmonic potential. They may have opposite signs. If they nearly cancel, the omitted terms of order $b^2$ can dominate, and the leading formula is then no guide to the size of the correction.

The distinction between $\sigma_e$ and $\sigma_{00}$ matters for an absolute shielding scale. A calculation at the potential minimum gives $\sigma_e$, whereas a molecule in its lowest level has $\sigma_{00}$. The two should be compared only after the zero-point correction has been added. A gas at finite temperature populates many rotational levels, so the Boltzmann average over $J$ must be included as well; in the model of Section 7 at 300 K it lowers the shielding by a further 0.35 ppm.

## 6. Form for implementation

Suppose the derivatives are available with respect to $r$ rather than $\xi$. Let $k=V''(r_e)$ and $g=V'''(r_e)$. From the Dunham expansion $k=2a_0/r_e^2$ and $g=6a_0a_1/r_e^3$, so

$$a_1=\frac{r_eg}{3k}.$$

In Hartree atomic units, with $\mu$ in electron masses, $B_e=1/(2\mu r_e^2)$ and $\omega_e=\sqrt{k/\mu}$. Hence

$$b=\frac{1}{2r_e^2\sqrt{\mu k}} .$$

Substitute these, together with $\sigma_1=r_e\sigma'$ and $\sigma_2=r_e^2\sigma''$. In the vibrational term $3a_1\sigma_1=r_e^2g\sigma'/k$, so the factor $r_e^2$ cancels against that in $b$. In the rotational term $4b^2=1/(r_e^4\mu k)$. The result is

$$\sigma_{vJ}=\sigma_e+\frac{v+\frac12}{2\sqrt{\mu k}}\left(\sigma''-\frac gk\,\sigma'\right)+\frac{J(J+1)}{\mu k r_e^3}\,\sigma' .$$

Four points need care in code:

1. All derivatives belong at the minimum of the potential that supplies $k$ and $g$. The derivation used $V'(r_e)=0$. At any other expansion point $V'$ is not zero, which adds a constant force to the balance.
2. The quantity $\sigma_2$ is the full second derivative. If a polynomial $\sigma_e+c_1\xi+c_2\xi^2$ has been fitted, then $\sigma_2=2c_2$.
3. For an isotopologue, $k$, $g$, $r_e$ and the shielding derivatives are unchanged within the Born–Oppenheimer approximation. To the leading order kept in the formula, the vibrational correction scales as $\mu^{-1/2}$ and, at fixed $J$, the rotational one as $\mu^{-1}$.
4. If accuracy to order $b^2$ is needed, adding $\sigma_3$ alone is inconsistent. The potential constants $a_2$ and $a_3$ and the derivative $\sigma_4$ enter at the same order. Solving the radial equation numerically and averaging the full $\sigma(\xi)$ avoids this bookkeeping.

## 7. Worked example

The following model has round parameters and represents no particular molecule. The potential is a Morse function of depth $\mathcal D=50000\ \mathrm{cm^{-1}}$ with exponent $\beta=2$, and $B_e=20\ \mathrm{cm^{-1}}$:

$$V=\mathcal D(1-e^{-\beta\xi})^2=\mathcal D\beta^2\xi^2\left(1-\beta\xi+\tfrac7{12}\beta^2\xi^2+\ldots\right).$$

Thus $a_0=50000\times4=200000\ \mathrm{cm^{-1}}$ and $a_1=-2$. Then

$$\omega_e=2\sqrt{20\times200000}=4000\ \mathrm{cm^{-1}},\qquad b=\frac{20}{4000}=0.005 .$$

The model shielding is $\sigma(\xi)=500-100e^{3\xi}$ ppm. Its value and first two derivatives at $\xi=0$ are $\sigma_e=400$, $\sigma_1=-300$ and $\sigma_2=-900$ ppm.

**Ground level.** For $v=0$, $J=0$ the means are

$$\langle\xi\rangle=-3(-2)(0.005)(0.5)=0.015,\qquad \langle\xi^2\rangle=2(0.005)(0.5)=0.005 .$$

The anharmonic part of the correction is $-300\times0.015=-4.50$ ppm, and the curvature part is $\tfrac12(-900)(0.005)=-2.25$ ppm. Together they give $-6.75$ ppm and $\sigma_{00}=393.25$ ppm. Numerical solution of the radial equation, with the full exponential shielding, gives a correction of $-7.15$ ppm. The formula falls short by 0.40 ppm, or 6% of the solved correction.

This difference can be divided using the solved means, 0.01522 and 0.00539. Put into the quadratic shielding expansion, they give 393.01 ppm. Errors in the two means therefore account for 0.24 ppm. The remaining 0.16 ppm comes from cubic and higher terms of $\sigma(\xi)$.

**Rotation.** The coefficient of $J(J+1)$ is

$$4(0.005)^2(-300)=-0.0300\ \mathrm{ppm}.$$

The solved difference between $J=1$ and $J=0$ is $-0.067$ ppm; divided by $J(J+1)=2$ it gives a coefficient of $-0.0335$ ppm, so the formula is 10% too small in magnitude relative to the solved value. For $J=5$ the predicted change from $J=0$ is $30\times(-0.0300)=-0.90$ ppm, against a solved change of $-1.01$ ppm. The predicted change for $J=1$, $-0.06$ ppm, is much smaller than the 0.40 ppm error in the vibrational correction. This is the limitation stated in Section 2.

**Vibrational excitation.** For $v=1$, $J=0$ the factor $n$ is three times larger, and the predicted correction is $-20.25$ ppm. The solved value is $-23.18$ ppm, so the shortfall has grown to 13% of the solved correction.

**Isotopic substitution.** Doubling the reduced mass reduces $b$ to $0.005/\sqrt2=0.003536$. The predicted change in $\sigma_{00}$, heavy minus light, is

$$-6.75\left(\frac1{\sqrt2}-1\right)=+1.98\ \mathrm{ppm}.$$

The solved change is $+2.18$ ppm. The heavier molecule lies closer to the equilibrium shielding, which in this model is the higher value.

The numerical check also reduces $b$ in a fixed potential and extrapolates the solved averages to $b=0$. The derived coefficients are recovered for $v=0$ and $v=1$, both for this Morse potential and for a polynomial potential with independently chosen $a_1$ and $a_2$. The deviations in the example are thus consistent with higher-order terms at finite $b$.

## Calculated quantities

```
Be = 20.0 cm^-1; Morse depth = 50000 cm^-1; exponent = 2.0
a0 = 200000 cm^-1; a1 = -2.0000; a2 = 2.3333 (dimensionless)
omega_e = 4000.0 cm^-1; b = Be/omega_e = 0.005000
sigma_e = 400.0 ppm; sigma1 = -300.0 ppm; sigma2 = -900.0 ppm
Morse ground-state <xi>: closed form 0.01522075, grid 0.01522075
force balance v=1 J=5: <V'> = 1134.1005 cm^-1
  centrifugal side = 1134.1005 cm^-1
extrapolated to b = 0, Morse potential, from eigenfunctions:
  v=0: <xi>/b = 3.0000; <xi^2>/b = 1.0000; J part of <xi>/(b^2 J(J+1)) = 4.0000
  v=0: (sigma-sigma_e)/b = -1350.00 ppm; J part/(b^2 J(J+1)) = -1200.00 ppm
  v=1: <xi>/b = 9.0000; <xi^2>/b = 3.0000; J part of <xi>/(b^2 J(J+1)) = 4.0000
  v=1: (sigma-sigma_e)/b = -4050.01 ppm; J part/(b^2 J(J+1)) = -1200.01 ppm
observed power of b in <xi^3>, v=0: 2.004
observed power of b in J part of <xi^2>, v=0: 3.008
J=3: <cos^2> for M=0 0.5111; mean over M 0.3333
v=0 J=0: <xi> formula 0.015000, solved 0.015221
  <xi^2> formula 0.005000, solved 0.005386
  sigma formula 393.250 ppm, solved 392.846 ppm
v=0 J=1: <xi> formula 0.015200, solved 0.015426
  <xi^2> formula 0.005000, solved 0.005394
  sigma formula 393.190 ppm, solved 392.779 ppm
v=0 J=5: <xi> formula 0.018000, solved 0.018306
  <xi^2> formula 0.005000, solved 0.005514
  sigma formula 392.350 ppm, solved 391.837 ppm
v=1 J=0: <xi> formula 0.045000, solved 0.046692
  <xi^2> formula 0.015000, solved 0.017864
  sigma formula 379.750 ppm, solved 376.816 ppm
v=1 J=5: <xi> formula 0.048000, solved 0.049960
  <xi^2> formula 0.015000, solved 0.018255
  sigma formula 378.850 ppm, solved 375.563 ppm
zero-point correction, anharmonic part: -4.500 ppm
zero-point correction, curvature part: -2.250 ppm
zero-point correction, formula sum: -6.750 ppm
zero-point correction, solved: -7.154 ppm
rotational coefficient of J(J+1), formula: -0.03000 ppm
rotational coefficient of J(J+1), solved v=0: -0.03347 ppm
doubled reduced mass: b = 0.003536
  sigma(0,0) solved = 395.028 ppm
  isotope change heavy - light, formula: 1.977 ppm
  isotope change heavy - light, solved: 2.182 ppm
```
